# Why Optimized Gaussian Exponents for Hydrogen Spread Apart at the Tight End: a program that tests the result

```python
"""
Result under test: in energy-optimised s-Gaussian expansions of hydrogen 1s the
ratio beta of neighbouring exponents grows towards the tight end, because the
energy weight of an error near the cusp falls as r^3 per unit ln r.
Symbols: alpha = exponent (bohr^-2), density rho = 1/ln(beta), r = radius (bohr).
Claimed law in the interior of the cusp region:
r^3 exp(-2 pi^2 rho) = constant with r^2 = 2 pi rho/alpha.
If the squared norm of the error is minimised instead, the weight is r^5 and
the ratios must widen faster. A finite geometric series is too accurate at
middle radii and does not reach far enough into the core.
Matrix elements are divided by pi^(3/2), which leaves all energies unchanged.
"""
import numpy as np
from mpmath import mp
from scipy.optimize import minimize

mp.dps = 30
N_GAUSS = 10
TWO_PI_SQ = 2 * np.pi**2
SQRT = np.frompyfunc(mp.sqrt, 1, 1)


# ---------- error of a Gaussian sum for the cusp term r ----------
def slope_error(radii, log_alpha, spacing):
    """d/dr of the discretised cusp term, minus its exact value 1."""
    alpha = np.exp(log_alpha)
    terms = spacing * np.sqrt(alpha) * np.exp(-np.outer(radii**2, alpha))
    return radii / np.sqrt(np.pi) * terms.sum(axis=1) - 1


print("Mean square slope error of a geometric sum for the cusp term")
for beta in (3.0, 6.0):
    h = np.log(beta)
    radii = np.exp(np.arange(64) / 64 * h / 2)
    found = np.mean(slope_error(radii, h * np.arange(-120, 21), h)**2)
    law = 2 / np.cosh(TWO_PI_SQ / h)
    print(f"  ratio {beta:.0f}: explicit sum {found:.5e}, formula {law:.5e}")
    assert abs(found / law - 1) < 1e-4

# Spacing that varies: density 1 - 0.08 ln(alpha), nodes at integer counts.
counts = np.arange(-250, 7)
nodes = (1 - np.sqrt(1 - 0.16 * counts)) / 0.08
node_density = 1 - 0.08 * nodes


def governing_density(radii):
    x = np.zeros_like(radii)
    for _ in range(60):
        x = np.log(2 * np.pi * (1 - 0.08 * x) / radii**2)
    return 1 - 0.08 * x


print("Same for density 1 - 0.08 ln(alpha), mean over one period")
for centre in (1.0, 3.0):
    rho_c = governing_density(np.array([centre]))[0]
    shift = (np.arange(200) + 0.5) / 200 - 0.5
    radii = centre * np.exp(shift / (2 * rho_c))
    found = np.mean(slope_error(radii, nodes, 1 / node_density)**2)
    law = np.mean(2 / np.cosh(TWO_PI_SQ * governing_density(radii)))
    print(f"  r = {centre:.0f} bohr: explicit sum {found:.3e}, local law {law:.3e}")
    # neglected terms are of relative order (density slope)/(density)
    assert abs(found / law - 1) < 0.2


# ---------- variational problem in extended precision ----------
def inverse(matrix):
    size = len(matrix)
    work = np.concatenate([matrix, np.eye(size, dtype=object)], axis=1)
    for k in range(size):
        row = work[k] / work[k, k]
        factor = work[:, k].copy()
        factor[k] = mp.mpf(0)
        work = work - factor[:, None] * row[None, :]
        work[k] = row
    return work[:, size:]


def prepare(log_alpha):
    a = np.array([mp.exp(mp.mpf(float(x))) for x in log_alpha], dtype=object)
    p = a[:, None] + a[None, :]
    overlap = 1 / (p * SQRT(p))
    return a, p, overlap, overlap * (-1.5) / p


def package(error, gradient, coeff):
    relative = np.array([float(g / error) for g in gradient])
    scale = mp.pi**mp.mpf(-0.75)
    return float(mp.log(error)), relative, np.array([float(c * scale) for c in coeff])


def energy_criterion(log_alpha):
    """ln(E + 1/2), its gradient in ln(alpha), and the coefficients."""
    a, p, overlap, d_overlap = prepare(log_alpha)
    ab = a[:, None] * a[None, :]
    attraction = 2 / mp.sqrt(mp.pi)
    shifted = ab * overlap * 3 / p - (1 / p) * attraction + overlap * 0.5
    inv = inverse(shifted)
    c = np.array([mp.mpf(1)] * len(a), dtype=object)
    for _ in range(6):
        c = inv.dot(overlap.dot(c))
        c = c / mp.sqrt(c.dot(overlap.dot(c)))
    if sum(c) < 0:
        c = -c
    error = c.dot(shifted.dot(c))
    d_shifted = (overlap * a[None, :] * 3 / p - ab * overlap * 7.5 / (p * p)
                 + (1 / (p * p)) * attraction + d_overlap * 0.5)
    gradient = a * c * (d_shifted - d_overlap * error).dot(c) * 2
    return package(error, gradient, c)


def norm_criterion(log_alpha):
    """ln of the squared norm of the error of the best fit to exact 1s."""
    a, p, overlap, d_overlap = prepare(log_alpha)
    proj, d_proj = [], []
    for alpha in a:
        m0 = (mp.sqrt(mp.pi / alpha) / 2 * mp.exp(1 / (4 * alpha))
              * mp.erfc(1 / (2 * mp.sqrt(alpha))))
        m1 = (1 - m0) / (2 * alpha)
        m2 = (m0 - m1) / (2 * alpha)
        m3 = (2 * m1 - m2) / (2 * alpha)
        m4 = (3 * m2 - m3) / (2 * alpha)
        proj.append(4 * m2 / mp.pi**mp.mpf(0.25))
        d_proj.append(-4 * m4 / mp.pi**mp.mpf(0.25))
    proj = np.array(proj, dtype=object)
    d_proj = np.array(d_proj, dtype=object)
    c = inverse(overlap).dot(proj)
    error = 1 - proj.dot(c)
    gradient = a * c * (d_overlap.dot(c) - d_proj) * 2
    return package(error, gradient, c)


def optimise(criterion):
    """Best geometric series, then free optimisation started from it."""
    offsets = np.arange(N_GAUSS) - (N_GAUSS - 1) / 2
    series = minimize(lambda q: criterion(q[0] + q[1] * offsets)[0], [1.5, 1.0],
                      method="Nelder-Mead", options={"xatol": 1e-4, "fatol": 1e-8})
    start = series.x[0] + series.x[1] * offsets

    def scaled(y):
        value, gradient, _ = criterion(start + 0.2 * y)
        return value, 0.2 * gradient

    # finite-difference check of the analytic gradient at the start
    step = np.zeros(N_GAUSS)
    step[6] = 1e-4
    numeric = (criterion(start + step)[0] - criterion(start - step)[0]) / 2e-4
    assert abs(numeric - criterion(start)[1][6]) < 1e-5
    best = minimize(scaled, np.zeros(N_GAUSS), jac=True, method="BFGS",
                    options={"gtol": 1e-7, "maxiter": 300})
    free = np.sort(start + 0.2 * best.x)
    assert np.max(np.abs(criterion(free)[1])) < 1e-4
    return start, free


series_e, free_e = optimise(energy_criterion)
series_n, free_n = optimise(norm_criterion)

# ---------- radial integration of the error function ----------
log_r = np.linspace(-12, np.log(40), 20001)
r = np.exp(log_r)
dlog = log_r[1] - log_r[0]


def error_function(log_alpha, coeff):
    alpha = np.exp(log_alpha)
    gauss = np.exp(-np.outer(r**2, alpha))
    exact = np.exp(-r) / np.sqrt(np.pi)
    return gauss @ coeff - exact, -2 * r * (gauss @ (alpha * coeff)) + exact


REGIONS = (("r below 0.15", 0.0, 0.15), ("r 0.15 to 0.45", 0.15, 0.45),
           ("r 0.45 to 1.35", 0.45, 1.35), ("r above 1.35", 1.35, np.inf))
energy_error, regional = {}, {}
for name, exponents in (("geometric", series_e), ("free", free_e)):
    log_error, _, coeff = energy_criterion(exponents)
    delta, slope = error_function(exponents, coeff)
    total = 4 * np.pi * r**3 * (slope**2 / 2 - delta**2 / r + delta**2 / 2)
    energy_error[name] = np.exp(log_error)
    assert abs(total.sum() * dlog / energy_error[name] - 1) < 1e-4
    kinetic = 2 * np.pi * r**3 * slope**2
    print(f"{name} set: energy error {energy_error[name]:.4e} hartree")
    regional[name] = []
    for label, low, high in REGIONS:
        part = kinetic[(r >= low) & (r < high)].sum() * dlog
        regional[name].append(part)
        print(f"  kinetic energy of the error, {label} bohr: {part:.3e} hartree")
assert energy_error["free"] < energy_error["geometric"]
# free set: nearly equal error in two equal logarithmic bands
free_balance = regional["free"][2] / regional["free"][1]
print(f"Free set, error of third region over second: {free_balance:.2f}")
assert 0.25 < free_balance < 4
# geometric set: worse in the core, better than needed at middle radii
core_excess = regional["geometric"][0] / regional["free"][0]
middle_excess = regional["geometric"][2] / regional["free"][2]
print(f"Geometric over free: core {core_excess:.2f}, "
      f"0.45 to 1.35 bohr {middle_excess:.2f}")
assert core_excess > 2 and middle_excess < 1
assert series_e[-1] < free_e[-1]

log_error, _, coeff = norm_criterion(free_n)
delta, _ = error_function(free_n, coeff)
norm_error = (4 * np.pi * r**3 * delta**2).sum() * dlog
assert abs(norm_error / np.exp(log_error) - 1) < 1e-3

# ---------- ratio against index ----------
print(f"Best geometric series: ratio {np.exp(series_e[1] - series_e[0]):.3f}, "
      f"exponents {np.exp(series_e[0]):.4f} to {np.exp(series_e[-1]):.1f} bohr^-2")
gaps = np.diff(free_e)
middle = (free_e[1:] + free_e[:-1]) / 2
radius = np.sqrt(2 * np.pi / gaps / np.exp(middle))
weighted = radius**3 * np.exp(-TWO_PI_SQ / gaps)
print("Free energy optimum, from diffuse to tight:")
print("  k  alpha_k/bohr^-2  alpha_k+1/alpha_k  r/bohr  r^3 exp(-2pi^2 rho)/bohr^3")
for k in range(N_GAUSS - 1):
    print(f"  {k + 1:2d} {np.exp(free_e[k]):12.5f} {np.exp(gaps[k]):12.3f}"
          f" {radius[k]:12.4f} {weighted[k]:14.2e}")
print(f"  {N_GAUSS:2d} {np.exp(free_e[-1]):12.5f}")
assert np.all(np.diff(gaps[1:]) > 0)      # the most diffuse gap is an edge
cusp = middle > 0
spread = weighted[cusp].max() / weighted[cusp].min()
r3_span = (radius[cusp].max() / radius[cusp].min())**3
print(f"Gaps centred above 1 bohr^-2: {cusp.sum()}")
print(f"  max/min of r^3: {r3_span:.0f}; of r^3 exp(-2pi^2 rho): {spread:.2f}")
assert spread < 3 and r3_span > 100


def fitted_and_predicted(log_alpha, power, damping):
    """Slope of rho against ln(alpha): fit to the optimum, and the law for an
    error r^power rho^(-damping) exp(-2 pi^2 rho) per unit ln r."""
    mid = (log_alpha[1:] + log_alpha[:-1]) / 2
    rho = (1 / np.diff(log_alpha))[mid > 0]
    fit = np.polyfit(mid[mid > 0], rho, 1)[0]
    mean = rho.mean()
    stiffness = (TWO_PI_SQ - (power / 2 - damping) / mean
                 + damping / (mean * (TWO_PI_SQ * mean + damping)))
    return fit, -power / 2 / stiffness


fit_e, law_e = fitted_and_predicted(free_e, 3, 0)
fit_n, law_n = fitted_and_predicted(free_n, 5, 2)
print("Slope of rho = 1/ln(ratio) against ln(alpha)")
print(f"  energy criterion: fit {fit_e:.4f}, law {law_e:.4f}, "
      f"leading {-3 / (2 * TWO_PI_SQ):.4f}")
print(f"  norm criterion:   fit {fit_n:.4f}, law {law_n:.4f}, "
      f"leading {-5 / (2 * TWO_PI_SQ):.4f}")
# the law is asymptotic; next-order terms are some ten per cent at this size
assert abs(fit_e / law_e - 1) < 0.2 and abs(fit_n / law_n - 1) < 0.2
assert fit_n / fit_e > 1.25

inverse_square = (1 / gaps**2)[cusp][::-1]
index_fit = np.polyfit(np.arange(len(inverse_square)), inverse_square, 1)[0]
print(f"Slope of 1/ln(ratio)^2 per index from the tight end: fit {index_fit:.4f}, "
      f"law {-2 * law_e:.4f}, leading {3 / TWO_PI_SQ:.4f}")
assert abs(index_fit / (-2 * law_e) - 1) < 0.2
print("Norm criterion, ratios from diffuse to tight:")
print("  " + " ".join(f"{v:.3f}" for v in np.exp(np.diff(free_n))))
print(f"  squared norm of the error {norm_error:.3e}")
print("tests ok")
```

Output:

```
Mean square slope error of a geometric sum for the cusp term
  ratio 3: explicit sum 6.29385e-08, formula 6.29385e-08
  ratio 6: explicit sum 6.57040e-05, formula 6.57029e-05
Same for density 1 - 0.08 ln(alpha), mean over one period
  r = 1 bohr: explicit sum 1.454e-07, local law 1.735e-07
  r = 3 bohr: explicit sum 6.590e-09, local law 6.873e-09
geometric set: energy error 4.8881e-06 hartree
  kinetic energy of the error, r below 0.15 bohr: 2.705e-06 hartree
  kinetic energy of the error, r 0.15 to 0.45 bohr: 6.018e-08 hartree
  kinetic energy of the error, r 0.45 to 1.35 bohr: 1.226e-08 hartree
  kinetic energy of the error, r above 1.35 bohr: 1.392e-06 hartree
free set: energy error 6.6802e-07 hartree
  kinetic energy of the error, r below 0.15 bohr: 3.148e-07 hartree
  kinetic energy of the error, r 0.15 to 0.45 bohr: 7.466e-08 hartree
  kinetic energy of the error, r 0.45 to 1.35 bohr: 7.600e-08 hartree
  kinetic energy of the error, r above 1.35 bohr: 1.503e-07 hartree
Free set, error of third region over second: 1.02
Geometric over free: core 8.59, 0.45 to 1.35 bohr 0.16
Best geometric series: ratio 2.589, exponents 0.0748 to 390.7 bohr^-2
Free energy optimum, from diffuse to tight:
  k  alpha_k/bohr^-2  alpha_k+1/alpha_k  r/bohr  r^3 exp(-2pi^2 rho)/bohr^3
   1      0.06213        2.290       8.9819       3.25e-08
   2      0.14226        2.317       5.8771       1.27e-08
   3      0.32956        2.420       3.7241       1.03e-08
   4      0.79749        2.568       2.2831       9.69e-09
   5      2.04806        2.772       1.3442       9.51e-09
   6      5.67780        3.067       0.7510       9.47e-09
   7     17.41122        3.531       0.3902       9.52e-09
   8     61.48158        4.394       0.1815       9.66e-09
   9    270.15563        6.676       0.0689       9.96e-09
  10   1803.49488
Gaps centred above 1 bohr^-2: 6
  max/min of r^3: 36452; of r^3 exp(-2pi^2 rho): 1.05
Slope of rho = 1/ln(ratio) against ln(alpha)
  energy criterion: fit -0.0846, law -0.0837, leading -0.0760
  norm criterion:   fit -0.1306, law -0.1295, leading -0.1267
Slope of 1/ln(ratio)^2 per index from the tight end: fit 0.1691, law 0.1675, leading 0.1520
Norm criterion, ratios from diffuse to tight:
  1.993 1.997 2.067 2.176 2.328 2.550 2.902 3.570 5.452
  squared norm of the error 3.202e-09
tests ok
```
